# Orders of Error from Energy Derivatives in LAPW and Local Orbitals

An augmented basis describes the inside of an atomic sphere by radial functions computed at a chosen expansion energy $E$, while the level sought lies at another energy $\varepsilon$. The problem is to find how the errors of the wave function and of the eigenvalue depend on

$$\delta=\varepsilon-E$$

when the basis contains the energy derivatives of the radial function through order $n$.

**Setting.** The algebra uses atomic units. The one-electron potential $V$ is fixed, and inside the sphere of radius $S$ it is spherical. In a channel of angular momentum $l$ the radial operator is

$$h=-\frac{1}{2r^2}\frac{d}{dr}r^2\frac{d}{dr}+q(r),\qquad q(r)=\frac{l(l+1)}{2r^2}+V(r).$$

The regular solution $u(r,E)$ obeys $(h-E)u=0$, with $u/r^l\to1$ at the origin for every $E$. Write $u_k=\partial^k u/\partial E^k$, taken at the expansion energy. A prime means $d/dr$. The envelope functions outside the spheres (plane waves in a crystal) and the angular-momentum cutoff are taken as converged, so that the error studied comes from the radial functions alone.

## (a) The chain of derivatives

*Find the equation obeyed by $u_k$. Show that $u_0,\dots,u_n$ are linearly independent, and that their span does not depend on how $u$ is normalized.*

**Solution.** Differentiate $(h-E)u=0$ $k$ times with respect to $E$. The factor $h-E$ has first derivative $-1$ and no higher ones, so the Leibniz rule leaves two terms:

$$(h-E)u_k=k\,u_{k-1}.$$

Suppose $\sum_{k=0}^{m}c_ku_k=0$ with $c_m\neq0$. Apply $(h-E)^m$. Each application lowers the index by one and $(h-E)u_0=0$, so all terms with $k<m$ vanish. What remains is $c_m\,m!\,u_0=0$, which is impossible. The functions are therefore independent.

Another normalization $\tilde u=N(E)u$, with $N\ne0$, gives $\tilde u_k=\sum_{j\le k}\binom kj N^{(k-j)}u_j$. This triangular relation has $N$ on its diagonal and can be inverted, so the span is unchanged.

## (b) The Taylor remainder

*Show that $u(r,\varepsilon)$ has a convergent expansion in $\delta$, and find the size of what is left after order $n$.*

**Solution.** The function at $\varepsilon$ obeys $(h-E)u(\varepsilon)=\delta\,u(\varepsilon)$. Let $w$ be a second, irregular solution at energy $E$, scaled so that $r^2(u_0'w-u_0w')=1$, and define

$$Gf(r)=2\int_0^r r'^2\,[\,w(r)u_0(r')-u_0(r)w(r')\,]\,f(r')\,dr'.$$

The bracket vanishes at $r'=r$, so the first derivative acts only inside the integral. In $(r^2(Gf)')'$ the upper limit then contributes $2r^4(w'u_0-u_0'w)f=-2r^2f$. The rest of the integral solves the homogeneous equation, hence $(h-E)Gf=f$.

For the usual atomic potentials, no more singular than $1/r$, we have $|u_0|\le Cr^l$ and $|w|\le Cr^{-l-1}$. If $|f|\le r^lg(r)$, both terms of the bracket then give $|Gf|\le C'r^l\int_0^r r'g(r')\,dr'$. So $Gf$ has no $r^l$ term at the origin, and

$$u(\varepsilon)=u_0+\delta\,G\,u(\varepsilon),$$

because the difference of the two sides is a regular solution at energy $E$ without an $r^l$ term, which is zero. Iteration gives $u(\varepsilon)=\sum_k\delta^kG^ku_0$. The $k$-th term is bounded by a constant times $r^l(C'|\delta|r^2/2)^k/k!$, so the series converges for every $\delta$. Comparison with the Taylor series gives $u_k=k!\,G^ku_0$. Therefore

$$u(\varepsilon)=\sum_{k=0}^{n}\frac{\delta^k}{k!}u_k+\rho,\qquad \rho=\frac{\delta^{n+1}}{(n+1)!}u_{n+1}+O(\delta^{n+2}).$$

The slope $\rho'$ is of the same order, since $(Gf)'$ is an integral of the same kind.

## (c) Joining at the sphere

*The truncated series does not meet the true outside function at $r=S$. Can this be repaired within the basis, and at what cost?*

**Solution.** Take $n\ge1$ first. The truncated series misses the value by $\rho(S)$ and the slope by $\rho'(S)$. Add $\alpha u_0+\beta u_1$ with this value and slope. With $W=u_0u_1'-u_0'u_1$ at $r=S$, the two linear equations give

$$\alpha=\frac{\rho\,u_1'-\rho'u_1}{W},\qquad \beta=\frac{\rho'u_0-\rho\,u_0'}{W}.$$

This works if $W\ne0$. Part (a) gives $(r^2u_0')'=2r^2(q-E)u_0$ and $(r^2u_1')'=2r^2(q-E)u_1-2r^2u_0$. Hence

$$\frac{d}{dr}\left[r^2(u_0u_1'-u_0'u_1)\right]=u_0(r^2u_1')'-u_1(r^2u_0')'=-2r^2u_0^2 .$$

The bracket vanishes at the origin, so

$$S^2W=-2\int_0^S r^2u_0^2\,dr\neq0 .$$

The repair is always possible, and $\alpha$ and $\beta$ are $O(\delta^{n+1})$. Since $W$ depends only on $E$, continuously, and is never zero, it stays away from zero as $E$ approaches $\varepsilon$. The repair therefore does not lower the order set by the remainder, although it changes the prefactor.

The repaired function lies in the usual basis. An LAPW continues an envelope into the sphere by the combination of $u_0$ and $u_1$ that matches its value and slope. For $k\ge2$, $u_k$ enters through a local orbital $u_k+a_ku_0+b_ku_1$, with $a_k,b_k$ chosen so that its value and slope vanish at $S$. Any combination of $u_0,\dots,u_n$ that joins the outside smoothly is a sum of these pieces.

For $n=0$ there is one radial function, and only the value can be joined. This needs $u_0(S)\neq0$. The function $u_0\,u(S,\varepsilon)/u_0(S)$ then differs from $u(\varepsilon)$ by $O(\delta)$ and has a kink at $S$.

Let $\Psi$ be the normalized true state. Repair every channel in every sphere in this way, each with its own amplitude in $\Psi$; if the expansion energies differ, $\delta$ stands for the largest offset. The result is a trial function $\Psi+\eta$. The deviation $\eta$ vanishes outside the spheres, is continuous, and is $O(\delta^{n+1})$ together with its gradient.

## (d) Energy of the trial function

*Find $E_{\rm trial}-\varepsilon$ in terms of $\eta$, and its order in $\delta$.*

**Solution.** Use the energy in gradient form, which also admits a kink:

$$a(f,g)=\int\left(\tfrac12\nabla f^*\!\cdot\nabla g+f^*Vg\right)d^3r .$$

Since $\Psi$ is smooth and $\eta$ continuous, integration by parts gives $a(\eta,\Psi)=\varepsilon\langle\eta|\Psi\rangle$. The surface terms vanish because $\eta=0$ on the spheres. Likewise $a(\Psi,\Psi)=\varepsilon$. In $a(\Psi+\eta,\Psi+\eta)-\varepsilon\langle\Psi+\eta|\Psi+\eta\rangle$ the terms of zeroth and first order in $\eta$ therefore cancel, and

$$E_{\rm trial}-\varepsilon=\frac{a(\eta,\eta)-\varepsilon\langle\eta|\eta\rangle}{\langle\Psi+\eta|\Psi+\eta\rangle}=O(\delta^{2n+2}).$$

The order doubles because the energy is stationary at an eigenstate.

## (e) The computed level

*A calculation diagonalizes $H$ in the whole basis. What orders follow for the resulting (Ritz) level and its wave function?*

**Solution for the lowest level of a symmetry.** The variational principle gives $\varepsilon\le E_{\rm Ritz}\le E_{\rm trial}$, so the eigenvalue error is $O(\delta^{2n+2})$. Write the normalized Ritz function as $\cos\theta\,\Psi+\sin\theta\,\chi$ with $\chi$ normalized and orthogonal to $\Psi$. The cross terms vanish, and $a(\chi,\chi)\ge\varepsilon_2$, where $\varepsilon_2$ is the next level of the same symmetry. Hence

$$E_{\rm Ritz}-\varepsilon\ \ge\ (\varepsilon_2-\varepsilon)\sin^2\theta .$$

So $\sin\theta$, and with it the norm of the wave-function error, is $O(\delta^{n+1})$.

**Solution for an excited level.** Let $\varphi$ be the normalized trial function. Diagonalize $H$ in the part of the basis orthogonal to $\varphi$, with functions $\chi_j$ and energies $e_j$. Assume that all $e_j$ stay at least a fixed distance $g$ from $\varepsilon$. A degenerate level would be treated as a block. Because $\langle\chi_j|\varphi\rangle=0$, the coupling is, up to the normalization factor of $\varphi$,

$$v_j=a(\chi_j,\varphi)=a(\chi_j,\eta)-\varepsilon\langle\chi_j|\eta\rangle .$$

Choose a constant $c$ with $e_j+c\ge1$ for all $j$ and with $a_c(f,g)=a(f,g)+c\langle f|g\rangle$ positive. Then $v_j=a_c(\chi_j,\eta)-(\varepsilon+c)\langle\chi_j|\eta\rangle$. The functions $\chi_j/\sqrt{e_j+c}$ are orthonormal with respect to $a_c$, so Bessel's inequality for each of the two terms gives

$$\sum_j\frac{|v_j|^2}{e_j+c}\le2a_c(\eta,\eta)+2(\varepsilon+c)^2\langle\eta|\eta\rangle=O(\delta^{2n+2}).$$

Eliminating the $\chi_j$ from the eigenvalue problem leaves

$$\lambda-E_{\rm trial}=\sum_j\frac{|v_j|^2}{\lambda-e_j}.$$

For $|\lambda-\varepsilon|\le g/2$ the ratio $(e_j+c)/|\lambda-e_j|$ is bounded, so the right side is $O(\delta^{2n+2})$. The difference of the two sides then changes sign within that distance of $E_{\rm trial}$, and a root lies there. The admixtures $v_j/(\lambda-e_j)$ have a squared sum of the same order. Thus, for both kinds of level,

$$\text{wave-function error}=O\big((\varepsilon-E)^{n+1}\big),\qquad \text{eigenvalue error}=O\big((\varepsilon-E)^{2n+2}\big).$$

LAPW has $n=1$, with orders 2 and 4. Adding second-derivative local orbitals gives $n=2$, with orders 3 and 6, provided they are added in every channel that carries amplitude in $\Psi$; a channel left at $n=1$ limits the guaranteed orders to 2 and 4 as its offset goes to zero.

## (f) Are these orders attained?

*The results so far are upper bounds. Decide whether the errors could vanish faster.*

**Solution.** Inside the sphere every basis function has its channel component in the span of $u_0,\dots,u_n$. The Taylor polynomial lies in that span, so the distance of $u(\varepsilon)$ from it equals the distance of $\rho$:

$$D=\frac{|\delta|^{n+1}}{(n+1)!}\,d_n+O(\delta^{n+2}),$$

where $d_n$ is the distance of $u_{n+1}$ from the span, in the norm with weight $r^2$. By part (a), $d_n>0$. If the channel has amplitude $A\ne0$ in $\Psi$, then $\sin\theta\ge|A|D$ for any function of the basis. The order $n+1$ of the wave-function error is therefore attained.

For the lowest level of a symmetry, the gap bound turns this into $E_{\rm Ritz}-\varepsilon\ge(\varepsilon_2-\varepsilon)A^2D^2$, so the order $2n+2$ is attained too. For an excited level, $a(\eta,\eta)-\varepsilon\langle\eta|\eta\rangle$ can have either sign. This argument then does not exclude a cancellation of the leading term.

## (g) A worked case

*Test the orders on an s level in a spherical cell. The sphere radius is 1.20 Å and the cell radius 1.60 Å. The potential is $-V_0(1-r^2/S^2)$ with $V_0=40$ eV inside the sphere and zero outside it. The wave function has zero slope at the cell boundary.*

**Solution.** These are round model parameters. Matching the inner and outer solutions gives the lowest level at $\varepsilon=-12.31$ eV ($-0.4526$ hartree), with the next s level 24.07 eV above it. Eighteen polynomials serve as envelopes; at offsets of 1 and 2 eV even the limit of a complete set lowers the eigenvalue errors below by only 1.0 per cent for $n=1$ and 1.5 per cent for $n=2$ (the wave-function errors by less than 1 per cent), and leaves their ratios unchanged to the digits quoted. The other Ritz eigenvalue errors quoted in this part carry an envelope shift of similar size, 0.9 to 1.5 per cent, which can change their last digit. The errors of the Ritz eigenvalue, in eV, are:

| $\varepsilon-E$ (eV) | $n=1$ | $n=2$ |
|---|---|---|
| 8 | $1.6\times10^{-2}$ | $1.3\times10^{-5}$ |
| 4 | $1.2\times10^{-3}$ | $2.2\times10^{-7}$ |
| 2 | $8.24\times10^{-5}$ | $3.64\times10^{-9}$ |
| 1 | $5.36\times10^{-6}$ | $5.85\times10^{-11}$ |

Halving the offset from 2 to 1 eV divides the error by $8.24\times10^{-5}/5.36\times10^{-6}=15.4$ for $n=1$, close to $2^4=16$. For $n=2$ the factor is $3.64\times10^{-9}/5.85\times10^{-11}=62$, close to $2^6=64$. The norm of the wave-function error for $n=2$ falls from $4.17\times10^{-6}$ to $5.26\times10^{-7}$, a factor of 7.9, close to $2^3=8$. Between offsets of 0.1 and 0.05 eV the exponents for $n=2$ are 5.998 and 2.999. For the second s level, the energy exponents there are 3.994 for $n=1$ and 5.998 for $n=2$.

The gap bound can be checked at 1 eV for $n=2$. With $\sin\theta\approx5.26\times10^{-7}$ it requires an error of at least $24.07\times(5.26\times10^{-7})^2=6.7\times10^{-12}$ eV, and the computed error of $5.85\times10^{-11}$ eV satisfies it. The repaired Taylor function of part (c) has an error of $6.05\times10^{-9}$ eV, about 100 times the Ritz error. Diagonalization is free to choose other coefficients than the Taylor ones inside the sphere, and also to change the function outside it, which the repaired function keeps exact. This lowers the prefactor but, by part (f), cannot raise the order.

The result fails if the radial functions omit part of the potential in the sphere. The true function there is then no longer $u(r,\varepsilon)$, and its distance from the span need not vanish at $\delta=0$. To show this, a term $2\,\text{eV}\times(r/S)^2$ was added to the Hamiltonian but not to the radial equation, and the true level was recomputed. For $n=2$ the error is $2.14\times10^{-5}$ eV at an offset of 0.02 eV and $2.13\times10^{-5}$ eV at 0.01 eV: as the offset goes to zero the error tends to a nonzero value, and zero offset is no longer the best choice of $E$. With nothing omitted it is already $9.4\times10^{-19}$ eV at 0.05 eV. The omitted term here is spherical, but the argument about the distance applies equally to a nonspherical part of the potential. An unconverged envelope set or angular-momentum cutoff likewise adds an error that moving $E$ towards $\varepsilon$ need not remove.

The numerical check asserts, for this model, the energy and wave-function exponents of the lowest level for $n=0$ to 3, the energy exponents of the second level for $n=1$ and 2, the Wronskian of part (c), the energy identity of part (d), the variational ordering and gap bound of part (e) for the lowest level, and the distance law of part (f) with its lower bound on the wave-function error.

## Numbers as computed

```
sphere radius S = 1.20 angstrom
cell radius B = 1.60 angstrom
well depth V0 = 40.0 eV
number of envelope functions = 18
lowest s level eps = -12.314777 eV
lowest s level eps = -0.452560 hartree
second s level = 11.757890 eV
gap = 24.072666 eV
Wronskian / (-2 norm integral) = 1.000000000000
Ritz eigenvalue error in eV, columns n = 0, 1, 2, 3
eps-E = 8 eV: 2.891e+00  1.643e-02  1.257e-05  2.509e-09
eps-E = 4 eV: 9.558e-01  1.214e-03  2.200e-07  1.068e-11
eps-E = 2 eV: 2.740e-01  8.238e-05  3.638e-09  4.357e-14
eps-E = 1 eV: 7.320e-02  5.363e-06  5.847e-11  1.739e-16
wave-function error (norm, no unit), n = 0, 1, 2, 3
eps-E = 8 eV: 3.165e-01  1.428e-02  2.530e-04  2.652e-06
eps-E = 4 eV: 1.772e-01  3.686e-03  3.276e-05  1.711e-07
eps-E = 2 eV: 9.366e-02  9.363e-04  4.168e-06  1.087e-08
eps-E = 1 eV: 4.812e-02  2.360e-04  5.258e-07  6.847e-10
repaired Taylor trial, energy error in eV at eps-E = 1 eV
n = 0, 1, 2, 3: 7.322e-02  1.474e-05  6.050e-09  4.278e-13
exponents from eps-E = 2 and 1 eV, n = 0, 1, 2, 3
energy: 1.904  3.941  5.959  7.969
wave function: 0.961  1.988  2.987  3.988
exponents from eps-E = 0.1 and 0.05 eV, n = 0, 1, 2, 3
energy: 1.9955  3.9971  5.9980  7.9984
wave function: 0.9981  1.9994  2.9993  3.9994
distance from span / leading law at 0.05 eV, n = 0, 1, 2, 3
0.99894  0.99927  0.99944  0.99955
second s level, energy exponents for n = 1, 2
3.9940  5.9979
omitted potential: 2.0 eV * (r/S)^2 in sphere
n = 2 error at eps-E = 0.02 eV: 2.1373e-05 eV
n = 2 error at eps-E = 0.01 eV: 2.1335e-05 eV
n = 2 error, nothing omitted, 0.05 eV: 9.384e-19 eV
```
